\section*{Mazur's inequality, momentum conservation and incoherent conductivity}

\section{Definitions and conventions}

Hartree atomic units are used, with $\hbar=1$. A volume $V$ holds $N_a=n_aV$ particles of species $a$, with charge $q_a$ and mass $m_a$. They interact through a velocity-independent, translation-invariant potential $U$. Components along the field are
\begin{equation}
J=\sum_i \frac{q_i}{m_i}p_i,\qquad P=\sum_i p_i,\qquad K=\sum_i\frac{q_i^2}{m_i}.
\end{equation}
There are no impurities, phonons or lattice, so $[H,P]=0$. A uniform background that does not scatter supplies any missing charge, and $E$ is the total field, not the external one.

Let $H|n\rangle=E_n|n\rangle$, $p_n=e^{-\beta E_n}/Z$ and $\beta=1/k_BT$. The Kubo product is
\begin{equation}
(A|B)=\int_0^\beta d\lambda\,\langle e^{\lambda H}A^\dagger e^{-\lambda H}B\rangle-\beta\langle A^\dagger\rangle\langle B\rangle .
\end{equation}
All operators below have their thermal means subtracted; $J$ and $P$ have zero mean by time reversal. Inserting energy eigenstates gives the factor
\[
p_n\int_0^\beta d\lambda\,e^{\lambda(E_n-E_m)}=\frac{p_m-p_n}{E_n-E_m},
\]
because $p_ne^{\beta(E_n-E_m)}=p_m$. Hence
\begin{equation}
(A|B)=\sum_{nm}w_{nm}A_{mn}^*B_{mn},\qquad w_{nm}=\frac{p_n-p_m}{E_m-E_n}>0,
\label{spectral}
\end{equation}
with $w_{nm}=\beta p_n$ at equal energies. This is a positive inner product. Its classical limit is $\beta\langle A^*B\rangle$. If $B$ is conserved, it equals $\beta\langle A^\dagger B\rangle$ in the quantum case too.

With $A(t)=e^{iHt}Ae^{-iHt}$, define $C(t)=(J(t)|J)$. The Drude weight $D$ is fixed by $\operatorname{Re}\sigma(\omega)=\pi D\,\delta(\omega)+\text{regular part}$.

\section{Simple case: one charge-to-mass ratio}

If all particles have the same $q/m$, then $J=(q/m)P$. Interactions cannot relax this current, and $C(t)$ is constant. For a single species with $N=nV$ particles, a uniform field gives $\dot P=qNE$, so the current density obeys $\dot j=(q^2n/m)E$. The Drude weight is $q^2n/m$, and no other conductivity remains.

With two different ratios, $J$ is no longer proportional to $P$. Collisions can then change $J$, but not the part of it that lies along $P$. The Kubo product makes this division precise.

\section{Mazur's inequality}

From (\ref{spectral}),
\begin{equation}
C(t)=\sum_{nm}w_{nm}|J_{mn}|^2e^{i(E_n-E_m)t}.
\end{equation}
In a finite volume the spectrum is discrete. Time averaging removes every term with $E_n\ne E_m$, leaving
\begin{equation}
\bar C=\lim_{\tau\to\infty}\frac1\tau\int_0^\tau C(t)\,dt
=\beta\sum_{E_n=E_m}p_n|J_{mn}|^2 .
\label{average}
\end{equation}
Let $J_0$ be the operator that keeps just the equal-energy matrix elements of $J$. It commutes with $H$, and $\bar C=(J_0|J_0)$. A conserved operator $Q_k$ has no matrix elements between different energies, so $(Q_k|J)=(Q_k|J_0)$.

Take Hermitian conserved $Q_k$ with invertible Gram matrix $G_{kl}=(Q_k|Q_l)$, and set $b_k=(Q_k|J)$. For any coefficients $c_k$, positivity gives
\begin{align}
0&\le\Big(J_0-\sum_kc_kQ_k\Big|J_0-\sum_lc_lQ_l\Big)\nonumber\\
&=\bar C-c^\dagger b-b^\dagger c+c^\dagger Gc\nonumber\\
&=\bar C-b^\dagger G^{-1}b+(c-G^{-1}b)^\dagger G(c-G^{-1}b).
\end{align}
The last term vanishes at $c=G^{-1}b$. This choice gives the strongest bound, Mazur's inequality:
\begin{equation}
\bar C\ge b^\dagger G^{-1}b,\qquad\text{and for $P$ alone}\qquad
\bar C\ge\frac{(J|P)^2}{(P|P)} .
\label{mazur}
\end{equation}
Equality holds when $J_0$ is a combination of the chosen $Q_k$. Momentum alone therefore gives a lower bound, not a value. In the simple case $J_0=J=(q/m)P$, and the bound is saturated.

\section{From the correlation to the Drude weight}

Let a uniform vector potential $A(t)$ produce $E=-\dot A$. Then
\begin{equation}
H(A)=\sum_i\frac{(p_i-q_iA)^2}{2m_i}+U=H-JA+\tfrac12KA^2,
\end{equation}
and the current operator is $-\partial H/\partial A=J-KA$. Linear response to $-JA$ has the kernel
\begin{equation}
i\langle[J(t),J]\rangle=i\sum_{nm}(p_n-p_m)|J_{mn}|^2e^{i(E_n-E_m)t}=-\dot C(t).
\end{equation}
The second equality uses $(E_n-E_m)w_{nm}=-(p_n-p_m)$. With $A=0$ in the remote past, integration by parts gives
\begin{align}
Vj(t)&=-KA(t)-\int_{-\infty}^t\dot C(t-t')A(t')\,dt'\nonumber\\
&=-[K-C(0)]A(t)+\int_{-\infty}^tC(t-t')E(t')\,dt'.
\end{align}
Since $A(t)=-\int_{-\infty}^tE(t')dt'$, the response to a field pulse is
\begin{equation}
V\sigma(t)=C(t)+K-(J|J).
\label{kubo}
\end{equation}
A constant $D$ in $\sigma(t)$ has the transform $iD/(\omega+i0)$, whose real part is $\pi D\delta(\omega)$. Therefore
\begin{equation}
VD=\bar C+[K-(J|J)].
\label{drude}
\end{equation}

The bracket is a free-energy curvature. Differentiating $\operatorname{Tr}e^{-\beta(H-\epsilon J)}$ twice, with the operator ordering kept, gives $(J|J)=\beta^{-1}\partial_\epsilon^2\ln Z$ at $\epsilon=0$. Thus $K-(J|J)=\partial_A^2F$, with $F=-\beta^{-1}\ln Z$. On a ring, constant $A$ is a flux. The transformation $e^{iA\sum q_ix_i}$ removes it from $H$ and moves it into the boundary conditions. I assume a normal state, in which the equilibrium response to this boundary twist vanishes per volume in the thermodynamic limit. A superconductor violates this assumption.

The same transformation gives the overlaps. Up to a constant,
\begin{equation}
H-\epsilon J=\sum_i\frac{(p_i-\epsilon q_i)^2}{2m_i}+U,\qquad
H-\epsilon P=\sum_i\frac{(p_i-\epsilon m_i)^2}{2m_i}+U .
\end{equation}
The second shift is removed by $e^{i\epsilon\sum m_ix_i}$, which twists the boundary conditions in proportion to mass rather than charge. I assume that the free energy is insensitive to this twist as well. This is a separate condition: a neutral superfluid, such as a condensate of bound electron--hole pairs, can ignore the charge twist and still respond to the mass twist, and then $(P|P)$ falls below the total mass. With both assumptions, in equilibrium the first has $\langle p_i\rangle=\epsilon q_i$, the second $\langle p_i\rangle=\epsilon m_i$. The Kubo product is the static response of one operator to a field coupled to the other, so
\begin{equation}
(J|J)=K,\qquad(P|J)=\sum_aq_aN_a,\qquad(P|P)=\sum_am_aN_a .
\label{overlaps}
\end{equation}
Equations (\ref{mazur}) and (\ref{drude}) then give
\begin{equation}
D\ge D_P=\frac{(\sum_aq_an_a)^2}{\rho},\qquad \rho=\sum_am_an_a .
\label{bound}
\end{equation}
For one species $D_P=q^2n/m$, as before. If the mobile carriers are neutral as a whole, $D_P=0$. This does not prove $D=0$, since another conserved quantity may overlap with $J$.

\subsection{A three-particle ring}

A small quantum system shows how far the bound can lie below the plateau. Take two electrons of opposite spin ($q=-1$, $m=1$) and one hole ($q=1$, $m=2$) on a ring of length $2\pi$, with $\beta=1$ in matching dimensionless units. The potential is
\[
U=0.5\,[u(x_1-x_2)-u(x_1-x_3)-u(x_2-x_3)],\quad
u(x)=\cos x+\tfrac12\cos2x,
\]
where $x_3$ is the hole. Diagonalization uses plane waves with integer momenta from $-6$ to $6$ for each electron and from $-8$ to $8$ for the hole.

The results are $(J|P)=-1.000$, $(P|P)=4.000$ and $(J|J)=2.500$. Equation (\ref{overlaps}) gives $-1$, $4$ and $1+1+\frac12=2.5$, so the boundary twist is negligible at this temperature. The momentum bound is $\bar C\ge(-1)^2/4=0.250$.

For a second conserved quantity, take the projector on the lowest level with $P=1$ minus that on the lowest level with $P=-1$. The bound rises to $0.266$. The equal-energy sum (\ref{average}) gives the plateau itself, $\bar C=1.00$. An average of $C(t)$ over 2000 random times between $0$ and $10^{10}$ also gives $1.00$, with a standard error of about $0.004$.

The excess over $0.250$ comes from conserved operators orthogonal to $P$. A finite system has many, since every level projector is conserved. For bulk transport the volume must go to infinity before the time does.

\section{The incoherent current}

Remove from $J$ its component along $P$:
\begin{equation}
J_{\rm inc}=J-\frac{(P|J)}{(P|P)}P
=\sum_i\left(\frac{q_i}{m_i}-\frac{\sum_aq_an_a}{\rho}\right)p_i .
\end{equation}
It vanishes identically if all ratios $q_i/m_i$ are equal. By construction $(P|J_{\rm inc})=0$. The Kubo product is unchanged when both entries are shifted in time, and $P$ is constant, so $(P|J_{\rm inc}(t))=0$ as well. The cross terms in $C(t)$ drop out:
\begin{equation}
C(t)=VD_P+(J_{\rm inc}(t)|J_{\rm inc}).
\end{equation}
With (\ref{kubo}) and $K=(J|J)$,
\begin{equation}
\sigma(\omega)=\frac{iD_P}{\omega+i0}
+\frac1V\int_0^\infty dt\,e^{i\omega t}(J_{\rm inc}(t)|J_{\rm inc}).
\label{split}
\end{equation}

The second term has a finite dc limit $\sigma_{\rm inc}$ if the correlation is integrable. Momentum conservation does not ensure this. A nonzero plateau would add to the Drude weight. A tail proportional to $1/t$ would leave $D=D_P$ but make the dc integral diverge logarithmically. A dynamical model has to settle the matter.

\section{An electron--hole gas}

Consider a nondegenerate three-dimensional gas in which each electron--hole pair collides at rate $\kappa/V$, independent of its relative velocity $g$. The outgoing relative velocity $g'$ keeps its magnitude and has an isotropic direction. With $\mu=m_em_h/(m_e+m_h)$, the electron gains momentum $\mu(g'-g)$, whose mean is $-\mu g$, and the hole gains the opposite. Summing over pairs gives, for the mean velocities,
\begin{align}
m_en_e\dot v_e&=q_en_eE-\kappa n_en_h\mu(v_e-v_h),\nonumber\\
m_hn_h\dot v_h&=q_hn_hE+\kappa n_en_h\mu(v_e-v_h).
\label{friction}
\end{align}
Collisions within a species conserve that species' momentum and do not enter.

Let $\rho v=m_en_ev_e+m_hn_hv_h$ and $u=v_e-v_h$. Adding the two equations gives $\rho\dot v=(q_en_e+q_hn_h)E$. Dividing each by its mass density and subtracting gives
\begin{equation}
\dot u=-\gamma u+\left(\frac{q_e}{m_e}-\frac{q_h}{m_h}\right)E,\quad
\gamma=\kappa\mu\left(\frac{n_h}{m_e}+\frac{n_e}{m_h}\right)=\frac{\kappa\rho}{m_e+m_h}.
\end{equation}
Inversion gives $v_e=v+m_hn_hu/\rho$ and $v_h=v-m_en_eu/\rho$, hence
\begin{equation}
j=(q_en_e+q_hn_h)v+\frac{n_en_h(q_em_h-q_hm_e)}{\rho}\,u .
\end{equation}
The second term is the incoherent current density. For time dependence $e^{-i\omega t}$,
\begin{equation}
\sigma(\omega)=\frac{iD_P}{\omega+i0}+\frac{W}{\gamma-i\omega},\quad
W=\frac{n_en_h(q_em_h-q_hm_e)^2}{\rho m_em_h},\quad
\sigma_{\rm inc}=\frac W\gamma .
\end{equation}
Here $D=D_P$: the model saturates the momentum bound.

At high frequency collisions should not matter, so $D_P+W$ must equal $K/V$. Over the denominator $\rho m_em_h$, the terms in $q_eq_h$ cancel and the numerator is
\begin{align}
&m_em_h(q_e^2n_e^2+q_h^2n_h^2)+n_en_h(q_e^2m_h^2+q_h^2m_e^2)\nonumber\\
&\quad=(m_en_e+m_hn_h)(q_e^2n_em_h+q_h^2n_hm_e).
\end{align}
Division gives $q_e^2n_e/m_e+q_h^2n_h/m_h$, as required.

A further limit adds a drag $-\Gamma m_an_av_a$ to each equation in (\ref{friction}), with the same rate $\Gamma$ for both species. Both $v$ and $u$ acquire the extra decay rate $\Gamma$, so $\sigma(0)=D_P/\Gamma+W/(\gamma+\Gamma)$. As $\Gamma\to0$ the first term diverges if $D_P\ne0$, while the second tends to $\sigma_{\rm inc}$. Equal rates matter here. With different rates $\Gamma_e$ and $\Gamma_h$ the drag couples $v$ and $u$. When both go to zero at a fixed ratio, the finite part of $\sigma(0)$ is $(m_en_em_hn_h/\rho\gamma)\,(q_e/m_e-q_h/m_h-\delta)^2$, with $\delta=(\Gamma_e-\Gamma_h)(q_en_e+q_hn_h)/(m_en_e\Gamma_e+m_hn_h\Gamma_h)$. It equals $\sigma_{\rm inc}$ when $\delta=0$, as for equal rates or a compensated gas, and in general differs from it.

\section{Noise and Onsager symmetry}

In classical equilibrium $v_e$ and $v_h$ are independent, with variances $k_BT/(Vm_en_e)$ and $k_BT/(Vm_hn_h)$. It follows that
\begin{equation}
\langle v^2\rangle=\frac{k_BT}{V\rho},\quad
\langle u^2\rangle=\frac{k_BT}{V}\frac{\rho}{m_em_hn_en_h},\quad
\langle vu\rangle=0 .
\end{equation}
Without a field $v$ is constant, and the mean of $u(t)$ at given initial velocities is $u(0)e^{-\gamma t}$. Thus
\begin{equation}
\frac{\langle J(t)J(0)\rangle}{k_BTV}=D_P+We^{-\gamma t}.
\label{noise}
\end{equation}
The equilibrium noise contains the same two parts as the response.

For $J_e=Vq_en_ev_e$ and $J_h=Vq_hn_hv_h$, the same averages give
\begin{equation}
\frac{\langle J_e(t)J_h(0)\rangle}{k_BTV}
=\frac{q_en_eq_hn_h}{\rho}\,(1-e^{-\gamma t})
=\frac{\langle J_h(t)J_e(0)\rangle}{k_BTV}.
\end{equation}
This is Onsager symmetry for drag. The correlation starts at zero and grows as collisions share the momentum. It is negative for opposite charges: carriers dragged in the same direction carry opposite currents.

The variance of the current averaged over a time $\tau$ is $(2/\tau^2)\int_0^\tau(\tau-t)\langle J(t)J(0)\rangle dt$. Using (\ref{noise}),
\begin{equation}
\frac{\langle\bar J_\tau^2\rangle}{k_BTV}=D_P+\frac{2W}{\gamma\tau}
-\frac{2W}{(\gamma\tau)^2}(1-e^{-\gamma\tau}).
\end{equation}
For $\gamma\tau\gg1$ the incoherent part falls as $2\sigma_{\rm inc}/\tau$, while $D_P$ remains. The remainder reflects the spread of total momentum in the thermal ensemble. If every sample had $P=0$, then $v=0$ and this term would be absent.

\section{Numbers for the gas}

Round model parameters are $m_e=1$, $m_h=2$, $q_e=-1$, $q_h=1$, $n_e=2\times10^{-7}$, $n_h=10^{-7}$, $k_BT=0.001$ (316 K) and $\kappa=600$. The electron density per spin times the cubed thermal wavelength $(2\pi/m_ek_BT)^{3/2}$ is $0.05$, so the gas is nondegenerate. The formulas give
\begin{align}
\rho&=2\times10^{-7}+2\times10^{-7}=4\times10^{-7},\nonumber\\
D_P&=\frac{(-10^{-7})^2}{4\times10^{-7}}=2.5\times10^{-8},\nonumber\\
W&=\frac{2\times10^{-14}\,(-3)^2}{(4\times10^{-7})\,2}=2.25\times10^{-7},\nonumber\\
\gamma&=\frac{600\,(4\times10^{-7})}{3}=8\times10^{-5}.
\end{align}
The relaxation time $1/\gamma$ is 0.30 ps. A single electron collides at the rate $\kappa n_h=0.06\,k_BT$ and a hole at $\kappa n_e=0.12\,k_BT$, so collisional broadening is small compared with the thermal energy. The rate $\kappa$ is prescribed, not derived from a potential. For most thermal pairs it exceeds $4\pi/(\mu^2g)$, the largest rate that s-wave scattering alone allows, so isotropic scattering at this rate is a model assumption; Coulomb correlations and electron--hole binding are left out. These omissions are not small. With an unscreened Coulomb force the binding energy of a pair, $\mu/2$, would be about $330\,k_BT$, and no free gas would exist. With a dielectric constant of 12 it is $2.3\,k_BT$, the Coulomb energy at the mean spacing is close to $k_BT$, and a Saha estimate binds roughly half of the holes. The values in SI units therefore illustrate the model and do not describe a material. The incoherent conductivity is $\sigma_{\rm inc}=2.81\times10^{-3}$, or $1.29\times10^4$ S/m. Momentum conservation protects one tenth of the total weight $D_P+W=2.5\times10^{-7}$.

A stochastic simulation follows the collisions without using (\ref{friction}). It has 200\,000 independent cells of volume $1/n_h$, each with two electrons and one hole. Velocities start from the Maxwell distribution, and collisions occur at random times with the stated rate. The correlation divided by $k_BTV$, averaged over $8\le\gamma t\le12$, is $2.49\times10^{-8}$, close to $D_P$. Integrating the incoherent correlation to $\gamma t=8$ gives $2.82\times10^{-3}$ for $\sigma_{\rm inc}$.

At $\gamma t=2$ the two drag correlations are $-4.30\times10^{-8}$ and $-4.31\times10^{-8}$; the formula gives $-4.32\times10^{-8}$. For $\gamma\tau=12$ the scaled variance of the averaged current is $5.92\times10^{-8}$, against $5.94\times10^{-8}$ from the formula. Of this, $2.5\times10^{-8}$ is the part that longer averaging does not remove.

A steady field switched on at $t=0$ gives, by integrating the equations for $v$ and $u$,
\begin{equation}
\frac{j(t)}E=D_Pt+\sigma_{\rm inc}(1-e^{-\gamma t}).
\end{equation}
The current accelerates, displaced by a finite offset. In a simulation with $E=5\times10^{-6}$, $j/E=4.692\times10^{-3}$ at $\gamma t=6$. Subtracting $D_Pt=1.875\times10^{-3}$ leaves $2.82\times10^{-3}$, compared with $2.81\times10^{-3}$ from the formula. This field is not weak: the relative drift reaches about three times $\sqrt{k_BT/m_e}$, and Joule heating raises the carrier temperature roughly tenfold. The response stays linear because $\kappa$ does not depend on the relative velocity. For a velocity-dependent rate, the formula applies only while the field leaves the gas close to its initial equilibrium.

For a compensated gas, reduce $n_e$ to $10^{-7}$. Then $D_P=0$, $W=1.5\times10^{-7}$ and $\gamma=6\times10^{-5}$. The dc conductivity is finite, $2.5\times10^{-3}$ or $1.15\times10^4$ S/m, although momentum is conserved. The simulated correlation integral gives $2.49\times10^{-3}$. The field exerts no net force on the carriers; it drives electrons and holes apart, and their mutual friction limits the current.

These finite values belong to a model whose incoherent correlation decays exponentially. It omits the slow hydrodynamic modes of a spatially extended fluid, so it does not settle whether $\sigma_{\rm inc}$ is finite in every momentum-conserving system.
